# Particle-hole symmetry and the constant IE + EA of alternant hydrocarbons, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one site to the general theorem

### What symmetry fixes before any calculation

Let \(E(n)\) be the lowest energy of the π electrons of a conjugated hydrocarbon when there are \(n\) of them. The neutral molecule has \(N\) carbon π sites and \(N\) π electrons. The ionization energy and the electron affinity are

\[
\mathrm{IE}=E(N-1)-E(N),\qquad \mathrm{EA}=E(N)-E(N+1).
\]

A positive EA means that the extra electron is bound relative to a free electron at rest in vacuum. In the sum the neutral energy cancels:

\[
\mathrm{IE}+\mathrm{EA}=E(N-1)-E(N+1).
\]

The sum therefore compares a molecule with one electron missing and a molecule with one electron too many. Suppose that a transformation exchanges these two systems and leaves unchanged both the hopping between sites and the interaction between site charges. Those terms then contribute equally to \(E(N-1)\) and \(E(N+1)\), and they drop out of the difference. The remaining energies belong to a single carbon site: \(W\), the energy needed to remove its one π electron, and \(U\), the repulsion of two electrons on it.

Since hopping and intersite interaction do not matter, they may be set to zero. Removing an electron from one of the isolated sites then costs \(W\). Adding one to an occupied site releases \(W-U\). The sum can only be

\[
\mathrm{IE}+\mathrm{EA}=2W-U .
\]

The argument rests on the assumed transformation. The work is to construct it, and to find which molecules and which terms in the energy admit it.

### The model

The Pariser-Parr-Pople (PPP) model keeps one π orbital per carbon. The orbitals are taken as orthonormal. Let \(c^\dagger_{i\sigma}\) create an electron of spin \(\sigma\) on site \(i\), with \(n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}\) and \(n_i=n_{i\uparrow}+n_{i\downarrow}\). Then

\[
H=-W\sum_i n_i+\sum_{i\ne j,\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+U\sum_i n_{i\uparrow}n_{i\downarrow}
+\tfrac12\sum_{i\ne j}V_{ij}q_iq_j ,\quad q_i=n_i-1 .
\]

The hopping matrix \(h\) is real and symmetric, with \(h_{ij}=-t\) for a bond of strength \(t\). The number \(q_i\) counts excess electrons on a site. The \(-1\) in it represents the core, which has charge \(+1\) once the π electron is removed. A neutral site thus exerts no force on its neighbours in this model. All carbons share the same \(W\) and \(U\); the elements \(h_{ij}\) and \(V_{ij}\) may differ from bond to bond and from molecule to molecule. The energy of the σ electrons and cores is taken to be independent of the number of π electrons, so at fixed geometry it cancels from IE and EA.

Energies are given in eV. The numerical examples use rough, round values typical of carbon π electrons: \(W=11.2\), \(U=11.0\) and \(t=2.4\) eV, with bonds of 0.14 nm. The predicted constant is

\[
2W-U=22.4-11.0=11.4\ \text{eV}\quad(0.419\ \text{Hartree}).
\]

### The simplest molecule: two sites

Ethylene has \(N=2\), one hopping element \(-t\) and one intersite repulsion \(V\). Each charge state can be solved by hand.

With one electron, one site has \(q=0\) and the other \(q=-1\). The product \(q_1q_2\) vanishes, and the electron occupies the bonding combination:

\[
E(1)=-W-t .
\]

With three electrons, both spin-up orbitals are filled and one spin-down electron hops with amplitude \(-t\). One site is doubly occupied, which costs \(U\); the other has \(q=0\), so \(V\) is again absent:

\[
E(3)=-3W+U-t .
\]

Subtracting gives

\[
E(1)-E(3)=(-W-t)-(-3W+U-t)=2W-U .
\]

The bonding energy \(-t\) is the same in the cation and the anion. In numbers, \(E(1)=-11.2-2.4=-13.6\) eV and \(E(3)=-33.6+11.0-2.4=-25.0\) eV, with difference 11.4 eV.

The neutral molecule does not enter the sum, but it decides how the sum is divided. There are two configurations with one electron on each site and opposite spins, and two with both electrons on one site. Their symmetric combinations are

\[
|{\rm cov}\rangle=\tfrac{1}{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle,\quad
|{\rm ion}\rangle=\tfrac{1}{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle .
\]

The covalent state has energy \(-2W\). The ionic one has \(q_1q_2=-1\) and energy \(-2W+U-V\). A single hop connects each covalent configuration to each ionic one with amplitude \(-t\). The coupling is the sum of four such elements times \((1/\sqrt2)^2\), that is \(-2t\). With \(x=(U-V)/2\), the lower eigenvalue of the resulting \(2\times2\) matrix is

\[
E(2)=-2W+x-\sqrt{x^2+4t^2}.
\]

Hence

\[
\mathrm{IE}=W-t-x+\sqrt{x^2+4t^2},\qquad
\mathrm{EA}=W-U+t+x-\sqrt{x^2+4t^2}.
\]

Each depends on \(t\) and \(V\), and the dependences are opposite. For \(V=7.513\) eV, which the Ohno formula of the second half gives at 0.14 nm, the result is \(\mathrm{IE}=12.163\) eV. It corresponds to \(E(2)=-13.6-12.163=-25.763\) eV, and therefore to \(\mathrm{EA}=-25.763+25.0=-0.763\) eV. The anion is unbound in this model, and the sum is still 11.400 eV.

Two limits check these expressions. For \(t=0\) and \(V=0\), \(x=U/2\) and the square root is also \(U/2\), so \(\mathrm{IE}=W\) and \(\mathrm{EA}=W-U\), as for isolated atoms. For \(U=V=0\), \(x=0\) and the root is \(2t\). Then \(\mathrm{IE}=W+t\) and \(\mathrm{EA}=W-t\), the bonding and antibonding levels measured from vacuum.

### Why the shape of the network matters

Two sites are too few to show a condition on the network. Three sites in a ring do show it. Set \(U=V=0\). The one-electron levels relative to \(-W\) are \(-2t,\,t,\,t\). Two electrons have energy \(-2W-4t\), and four have \(-4W-4t+2t\). Therefore

\[
E(2)-E(4)=2W-2t ,
\]

instead of \(2W\). For an open chain of three sites the levels are \(-\sqrt2t,\,0,\,\sqrt2t\). Both the two-electron and the four-electron system then have hopping energy \(-2\sqrt2t\), and the difference is \(2W\).

The chain is *alternant*: its sites can be divided into two sublattices, A and B, with hopping only between A and B. An odd ring cannot be divided in this way. The division gives each site a sign, \(s_i=+1\) on A and \(s_i=-1\) on B, with \(s_is_j=-1\) whenever \(h_{ij}\ne0\). The two sublattices need not be equally large.

### Separating the symmetric part of the energy

The two-site result suggests measuring each occupation from half filling. Expanding a product,

\[
(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)
=n_{i\uparrow}n_{i\downarrow}-\tfrac12n_i+\tfrac14 ,
\]

so that

\[
Un_{i\uparrow}n_{i\downarrow}=U(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)+\tfrac U2n_i-\tfrac U4 .
\]

Let \(\hat N=\sum_in_i\) and \(M=W-U/2\). Summing over sites, the terms linear in the occupations and the constants become

\[
-W\hat N+\tfrac U2\hat N-\tfrac{NU}4
=-M\hat N-\tfrac{NU}{4}
=-M(\hat N-N)-NM-\tfrac{NU}{4}.
\]

The last two terms equal \(-NW+NU/2-NU/4=N(U/4-W)\). Hence

\[
H=H_0-M(\hat N-N)+N\left(\tfrac U4-W\right),
\]

\[
H_0=\sum_{i\ne j,\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)
+\tfrac12\sum_{i\ne j}V_{ij}q_iq_j .
\]

### Constructing the exchange of particles and holes

An operator is needed that turns every annihilation operator into a creation operator with the sublattice sign. For one orbital, define the Hermitian operators

\[
\gamma=c+c^\dagger,\qquad \eta=i(c-c^\dagger).
\]

Because \(c^2=(c^\dagger)^2=0\) and \(cc^\dagger+c^\dagger c=1\), both square to one. They are therefore unitary and equal to their own inverses. Their action on \(c\) follows from the same relations:

\[
\gamma c\gamma=c^\dagger c(c+c^\dagger)=c^\dagger cc^\dagger=c^\dagger(1-c^\dagger c)=c^\dagger ,
\]

\[
\eta c\eta=-(c-c^\dagger)c(c-c^\dagger)=c^\dagger c(c-c^\dagger)=-c^\dagger cc^\dagger=-c^\dagger .
\]

Operators of different orbitals anticommute, so conjugation by \(\gamma\) or \(\eta\) of another orbital changes the sign of \(c\).

Let \(C\) be the product over all \(2N\) spin orbitals, with \(\gamma\) for sites on A and \(\eta\) for sites on B. Each \(c_{i\sigma}\) receives \(s_i\) from its own factor and \(2N-1\) minus signs from the others. That number is odd, hence

\[
Cc_{i\sigma}C^{-1}=-s_ic^\dagger_{i\sigma},\qquad
Cc^\dagger_{i\sigma}C^{-1}=-s_ic_{i\sigma}.
\]

The common minus sign cancels in every product of two operators.

### The theorem

For an occupation, \(s_i^2=1\) gives

\[
Cn_{i\sigma}C^{-1}=c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma}.
\]

Thus \(n_{i\sigma}-\frac12\) and \(q_i\) change sign. The \(U\) and \(V\) terms of \(H_0\) contain products of two such factors and are unchanged, whatever the values \(V_{ij}\).

For a hopping term with \(i\ne j\),

\[
C\,h_{ij}c^\dagger_{i\sigma}c_{j\sigma}C^{-1}
=h_{ij}s_is_jc_{i\sigma}c^\dagger_{j\sigma}
=-h_{ij}s_is_jc^\dagger_{j\sigma}c_{i\sigma}
=h_{ij}c^\dagger_{j\sigma}c_{i\sigma}.
\]

One minus sign comes from exchanging the operators and the other from \(s_is_j=-1\). Since \(h_{ij}=h_{ji}\), the sum over all pairs returns to itself. Hence \(CH_0C^{-1}=H_0\).

The electron number is reflected about \(N\), because \(C(\hat N-N)C^{-1}=-(\hat N-N)\). The Hamiltonian therefore obeys

\[
CHC^{-1}=H+2M(\hat N-N)=H+(2W-U)(\hat N-N).
\]

Let \(H\psi=E\psi\) with \(N+k\) electrons. The state \(C\psi\) has \(N-k\) electrons, so \(\hat N-N\) acts on it as \(-k\):

\[
E\,C\psi=CHC^{-1}C\psi=(H-2Mk)C\psi,
\qquad H\,C\psi=(E+2Mk)C\psi .
\]

Since \(C\) is invertible, the levels match one to one, with their degeneracies:

\[
E_m(N-k)-E_m(N+k)=k(2W-U).
\]

For \(k=1\) and the lowest levels this is \(\mathrm{IE}+\mathrm{EA}=2W-U\). No approximation to the electron correlation has been made within the model.

The operator identity was tested on a four-site chain with random bond strengths and random \(V_{ij}\). All matrix elements in the space of zero to eight electrons were computed, and the largest error was about \(10^{-14}\) eV. Adding a hopping of 0.2 eV within one sublattice gave an error of 0.40 eV. This is the expected size: such a term changes sign under \(C\), so it fails to match itself by twice its magnitude.

The level pairing was tested on hexatriene, with six sites. All 300 cation levels with spin projection \(\frac12\) matched anion levels after the shift by 11.4 eV. For \(k=2\), the computed difference \(E(N-2)-E(N+2)\) is 22.8 eV, twice the constant.

## Second half: consequences, numbers and limits of validity

The symbols are those of the PPP model. There are \(N\) carbon sites with common removal energy \(W\) and on-site repulsion \(U\); \(h_{ij}\) is the hopping, \(V_{ij}\) the intersite repulsion, and \(q_i=n_i-1\) the excess electron number of a site. The midpoint energy is \(M=W-U/2\). For hopping between opposite sublattices, with signs \(s_i=\pm1\), the unitary particle-hole operator \(C\) gives

\[
CHC^{-1}=H+2M(\hat N-N),\qquad \mathrm{IE}+\mathrm{EA}=2M=2W-U .
\]

The example has \(W=11.2\), \(U=11.0\) and \(t=2.4\) eV, hence \(M=5.7\) eV.

### One number per molecule

Define the charge gap \(\Delta=\mathrm{IE}-\mathrm{EA}\). Adding and subtracting this definition and the theorem gives

\[
\mathrm{IE}=M+\tfrac12\Delta,\qquad \mathrm{EA}=M-\tfrac12\Delta .
\]

Molecular size, shape and correlation enter through \(\Delta\). For alternant molecules within the model, any change that keeps the hopping between opposite sublattices and lowers IE at fixed \(W\) and \(U\) raises EA by the same amount.

Exact diagonalization in the π space, with the Ohno repulsion

\[
V_{ij}=\frac{U}{\sqrt{1+(Ur_{ij}/k_e)^2}},\qquad k_e=\frac{e^2}{4\pi\varepsilon_0},
\]

gives the following energies in eV. The two longer chains have bonds alternating by 10% about \(t\).

| Molecule | IE | EA | Sum |
|---|---:|---:|---:|
| ethylene | 12.16 | −0.76 | 11.40 |
| allyl | 9.95 | 1.45 | 11.40 |
| butadiene | 10.98 | 0.42 | 11.40 |
| trimethylenemethane | 10.10 | 1.30 | 11.40 |
| hexatriene | 10.26 | 1.14 | 11.40 |
| benzene | 11.38 | 0.02 | 11.40 |
| styrene | 10.38 | 1.02 | 11.40 |
| naphthalene | 10.05 | 1.35 | 11.40 |

IE varies by 2.2 eV over this set, while the sum stays fixed. Allyl and trimethylenemethane have sublattices of unequal size, which the theorem permits. For benzene, \(\Delta=11.37\) eV and \(\mathrm{IE}=5.70+5.68=11.38\) eV.

The form of \(V_{ij}\) can be changed with \(W\), \(U\), \(t\) and the geometry held fixed. The Mataga-Nishimoto form, \(V_{ij}=(1/U+r_{ij}/k_e)^{-1}\), gives benzene \(\mathrm{IE}=10.63\) and \(\mathrm{EA}=0.77\) eV. IE falls by 0.76 eV and EA rises by 0.76 eV. These differences were taken before rounding.

Within the PPP model, particle-hole symmetry fixes \(\mathrm{IE}+\mathrm{EA}=2W-U\) for every alternant molecule, while size, shape and correlation enter only through the gap between IE and EA. What remains is to follow the consequences for site charges, mean-field levels and relaxed ions, to see how the rule fails, and to compare it with films and real molecules.
